# Double Centroid-Virial Heat-Capacity Estimator and Why Energy Variance Fails

## A classical oscillator as a first case

Consider one classical particle in the potential \(V=\tfrac12kx^2\) at inverse temperature \(\beta=1/(k_BT)\). If the momentum has been integrated out and only positions are sampled, the energy is the average of

\[
\varepsilon(x)=\frac{1}{2\beta}+\frac12kx^2. \tag{1}
\]

The Boltzmann weight \(e^{-\beta kx^2/2}\) makes \(g=\sqrt{\beta k}\,x\) a standard normal variable, with \(\langle g^2\rangle=1\) and \(\mathrm{Var}(g^2)=2\). Hence \(\langle\varepsilon\rangle=1/\beta\), and the heat capacity is \(C=k_B\). The variance of the estimator gives something else:

\[
\beta^2\,\mathrm{Var}(\varepsilon)=\tfrac14\mathrm{Var}(g^2)=\tfrac12 . \tag{2}
\]

The missing half belongs to the momentum. It is present in the mean of \(\varepsilon\) as the constant \(1/(2\beta)\), which does not fluctuate but does depend on temperature. Differentiating it gives \(-\beta^2\,\partial_\beta(1/2\beta)=\tfrac12\), which restores \(C/k_B=1\).

An energy estimator that depends explicitly on \(\beta\) therefore contributes to the heat capacity in two ways: through its fluctuations and through its own derivative. In a quantum path integral the form of the second contribution depends on the estimator and on the variables held fixed; for the centroid-virial estimator, differentiated with the ring scaled about its centroid, it contains forces and the Hessian of the potential.

## The discretized partition function

Take distinguishable particles with \(d\) Cartesian coordinates in all, masses \(m_i\), and \(\hbar=1\). The potential \(V\) is independent of temperature, twice differentiable, and confining enough for the integrals below to converge and to be differentiated under the integral sign.

Divide \(\beta\) into \(P\) steps \(\tau=\beta/P\) and approximate \(e^{-\tau H}\) by \(e^{-\tau V/2}e^{-\tau T_{\rm kin}}e^{-\tau V/2}\). For each coordinate, inserting plane waves and doing the Gaussian momentum integral gives

\[
\langle x|e^{-\tau p^2/2m}|x'\rangle=\Big(\frac{m}{2\pi\tau}\Big)^{1/2}e^{-m(x-x')^2/2\tau}. \tag{3}
\]

Multiplying \(P\) such factors and taking the trace produces a closed ring of beads \(x_1,\dots,x_P\), each a \(d\)-component vector, with \(x_{P+1}=x_1\):

\[
Z_P=\prod_i\Big(\frac{m_iP}{2\pi\beta}\Big)^{P/2}\int dx_1\cdots dx_P\;e^{-S-\beta\bar V}, \tag{4}
\]

\[
S=\frac{P}{2\beta}\sum_{k,i}m_i(x_{k,i}-x_{k+1,i})^2,\qquad \bar V=\frac1P\sum_kV(x_k). \tag{5}
\]

The energy and heat capacity at fixed \(P\) are defined by \(E_P=-\partial_\beta\ln Z_P\) and \(C_P=dE_P/dT\). Since \(d\beta/dT=-k_B\beta^2\),

\[
\frac{C_P}{k_B}=-\beta^2\frac{\partial E_P}{\partial\beta}=\beta^2\frac{\partial^2\ln Z_P}{\partial\beta^2}. \tag{6}
\]

The physical heat capacity is the limit \(P\to\infty\). The estimator identities below hold at each fixed \(P\).

## Scaling the ring about its centroid

The spring action \(S\) contains \(1/\beta\), and its derivative is a strongly fluctuating quantity. A change of variables removes this dependence. Let \(c=P^{-1}\sum_kx_k\) be the centroid, \(\xi_k=x_k-c\), and write

\[
x_k=c+\sqrt\beta\,u_k,\qquad \sum_ku_k=0. \tag{7}
\]

Each coordinate has \(P-1\) independent components of \(u\), so the Jacobian is a constant times \(\beta^{(P-1)d/2}\). Combined with the prefactor \(\beta^{-Pd/2}\) of (4), it leaves \(\beta^{-d/2}\). In \(S\) the centroid cancels from the differences and the factor \(\beta\) from \((\sqrt\beta)^2\) cancels \(1/\beta\). Thus

\[
Z_P=\mathcal N\,\beta^{-d/2}\int dc\,du\;e^{-S(u)}\,e^{-\beta\Phi},\qquad
\Phi=\frac1P\sum_kV(c+\sqrt\beta\,u_k), \tag{8}
\]

where \(\mathcal N\) and \(S(u)\) do not depend on \(\beta\). One derivative of \(\ln Z_P\) gives

\[
E_P=\frac{d}{2\beta}+\langle A\rangle,\qquad A=\frac{\partial(\beta\Phi)}{\partial\beta}=\Phi+\beta\Phi'. \tag{9}
\]

Primes denote \(\partial_\beta\) at fixed \(c\) and \(u\). Under this derivative the beads move according to

\[
\frac{\partial x_k}{\partial\beta}=\frac{u_k}{2\sqrt\beta}=\frac{\xi_k}{2\beta},
\qquad
\Phi'=\frac{1}{2\beta P}\sum_k\xi_k\cdot\nabla V(x_k). \tag{10}
\]

The energy is therefore \(E_P=\langle\varepsilon\rangle\), with the centroid-virial estimator

\[
\varepsilon=\frac{d}{2\beta}+\frac1P\sum_k\Big[V(x_k)+\tfrac12\,\xi_k\cdot\nabla V(x_k)\Big]. \tag{11}
\]

The first term is the classical kinetic energy. The average of the force term is the quantum correction to it, caused by the spread of the ring.

## The second derivative and the Hessian

The average of \(A\) is a ratio of two integrals with the weight \(e^{-S(u)-\beta\Phi}\). Differentiating the weight brings down \(-A\), and differentiating the integrand gives \(\partial_\beta A\). The quotient rule yields

\[
\frac{\partial\langle A\rangle}{\partial\beta}
=\Big\langle\frac{\partial A}{\partial\beta}\Big\rangle-\langle A^2\rangle+\langle A\rangle^2. \tag{12}
\]

Since \(\varepsilon\) and \(A\) differ by a constant at fixed \(\beta\), their variances agree. Equations (6), (9) and (12) give

\[
\frac{C_P}{k_B}=\frac d2+\beta^2\mathrm{Var}(\varepsilon)-\beta^2\Big\langle\frac{\partial A}{\partial\beta}\Big\rangle. \tag{13}
\]

From (9), \(\partial_\beta A=2\Phi'+\beta\Phi''\). To find \(\Phi''\), differentiate (10) using \(\partial_\beta\xi_k=\xi_k/(2\beta)\) and \(\partial_\beta\nabla V(x_k)=\mathsf H_k\xi_k/(2\beta)\), where \(\mathsf H_k\) is the Hessian of \(V\) at \(x_k\). For one bead,

\[
\frac{\partial}{\partial\beta}\,\frac{\xi_k\cdot\nabla V}{2\beta}
=-\frac{\xi_k\cdot\nabla V}{2\beta^2}+\frac{\xi_k\cdot\nabla V}{4\beta^2}+\frac{\xi_k\cdot\mathsf H_k\xi_k}{4\beta^2}
=\frac{\xi_k\cdot\mathsf H_k\xi_k-\xi_k\cdot\nabla V}{4\beta^2}. \tag{14}
\]

The three terms come from \(1/\beta\), from the displacement, and from the force. Writing \(2\Phi'\) over the same denominator gives \(4\,\xi_k\cdot\nabla V\), so

\[
\frac{\partial A}{\partial\beta}=\frac{1}{4\beta P}\sum_k\big[3\,\xi_k\cdot\nabla V(x_k)+\xi_k\cdot\mathsf H_k\xi_k\big]. \tag{15}
\]

Define the dimensionless path functions

\[
G=\frac\beta P\sum_k\xi_k\cdot\nabla V(x_k),\qquad
Q=\frac\beta P\sum_k\xi_k\cdot\mathsf H_k\xi_k. \tag{16}
\]

Insertion of (15) into (13) gives the double centroid-virial estimator,

\[
\boxed{\;\frac{C_P}{k_B}=\frac d2+\beta^2\mathrm{Var}(\varepsilon)-\frac34\langle G\rangle-\frac14\langle Q\rangle\;} \tag{17}
\]

It is called double because both temperature derivatives are taken along the scaling (7). The Hessian enters because the second derivative asks how the force on a bead changes as the ring expands. The full matrix need not be stored: \(\xi_k\cdot\mathsf H_k\xi_k\) is the second derivative of \(V(x_k+s\xi_k)\) with respect to \(s\) at \(s=0\).

The derivation also shows where (17) stops applying. A temperature-dependent effective potential adds its own derivatives. At a hard wall the scaling (7) moves the limits of integration, so (11) already fails: inside a flat box it gives \(d/(2\beta)\) and misses the confinement energy present for \(P>1\). With particle exchange, springs join beads of different particles; their separate centroids then no longer cancel from \(S\), and the scaling (7) with one centroid per particle fails to remove \(\beta\).

## Why the variance is insufficient

The variance of the energy eigenvalues in the canonical ensemble does give the heat capacity: \(C/k_B=\beta^2(\langle H^2\rangle-\langle H\rangle^2)\). The error lies in replacing \(\langle H^2\rangle\) by \(\langle\varepsilon^2\rangle\). At fixed \(P\) the counterpart of \(\langle H^2\rangle\) is \(Z_P''/Z_P=(\ln Z_P)''+E_P^2\), and (6) with (13) gives

\[
\frac{Z_P''}{Z_P}=\Big\langle\varepsilon^2+\frac{d}{2\beta^2}-\frac{\partial A}{\partial\beta}\Big\rangle. \tag{18}
\]

The path function \(\varepsilon\) has the correct mean, but its square does not represent the squared Hamiltonian. The variance alone is correct only if \(\tfrac34\langle G\rangle+\tfrac14\langle Q\rangle=d/2\), which is an accident of temperature and not an identity.

Other estimators with the same mean have different variances. Differentiating the weight in (4) at fixed bead positions gives the thermodynamic estimator

\[
\varepsilon_T=\frac{Pd}{2\beta}-\frac S\beta+\bar V,\qquad \langle\varepsilon_T\rangle=E_P. \tag{19}
\]

Because \(S\propto1/\beta\) at fixed positions, \(\partial_\beta\varepsilon_T=-Pd/(2\beta^2)+2S/\beta^2\). The same quotient rule as in (12) then gives

\[
\frac{C_P}{k_B}=\beta^2\mathrm{Var}(\varepsilon_T)+\frac{Pd}{2}-2\langle S\rangle. \tag{20}
\]

Let \(K=E_P-\langle\bar V\rangle\) be the mean kinetic energy. Equation (19) gives \(\langle S\rangle=Pd/2-\beta K\), so

\[
\beta^2\mathrm{Var}(\varepsilon_T)=\frac{C_P}{k_B}+\frac{Pd}{2}-2\beta K. \tag{21}
\]

As \(P\) grows, \(C_P\) and \(K\) converge, while the excess grows as \(Pd/2\). Two estimators with the same mean thus have different variances, and one of these diverges with \(P\) while \(C_P\) converges, so a correct mean does not make the variance of an estimator equal to the heat capacity.

A mixed form follows from differentiating \(\langle\varepsilon\rangle\) at fixed positions. Then only \(d/(2\beta)\) in (11) depends explicitly on \(\beta\), and the weight contributes \(-\varepsilon_T\):

\[
\frac{C_P}{k_B}=\frac d2+\beta^2\,\mathrm{Cov}(\varepsilon,\varepsilon_T). \tag{22}
\]

This form needs no Hessian, but it brings back the spring fluctuations.

## The quantum harmonic oscillator

For \(V=\tfrac12kx^2\) with \(k=m\omega^2\), the error can be found in closed form as \(P\to\infty\). Expand the continuous path in imaginary time \(s\), with \(\Omega_n=2\pi n/\beta\):

\[
x(s)=c+\sqrt2\sum_{n\ge1}\big(a_n\cos\Omega_ns+b_n\sin\Omega_ns\big). \tag{23}
\]

The total action \(\int_0^\beta ds\,(\tfrac12m\dot x^2+\tfrac12kx^2)\) is diagonal in these modes:

\[
\frac\beta2\Big[kc^2+\sum_{n\ge1}(k+m\Omega_n^2)(a_n^2+b_n^2)\Big]. \tag{24}
\]

All amplitudes are therefore independent Gaussian variables. With \(y=\beta\omega/2\),

\[
\beta k\langle a_n^2\rangle=\beta k\langle b_n^2\rangle=r_n,\qquad
r_n=\frac{k}{k+m\Omega_n^2}=\frac{y^2}{y^2+\pi^2n^2}. \tag{25}
\]

The time average of \(\xi\) vanishes, so \(G=Q=\beta k\sum_n(a_n^2+b_n^2)\). The potential supplies half of this sum to \(\beta\varepsilon\) and the virial term the other half:

\[
\beta\varepsilon=\tfrac12+\tfrac12\beta kc^2+\beta k\sum_{n\ge1}(a_n^2+b_n^2). \tag{26}
\]

The square of a Gaussian variable with variance \(\sigma^2\) has variance \(2\sigma^4\). The centroid contributes \(\tfrac12\), and each \(n\) contributes \(2\times2r_n^2\):

\[
\beta^2\mathrm{Var}(\varepsilon)=\tfrac12+4\sum_{n\ge1}r_n^2,\qquad \langle G\rangle=\langle Q\rangle=2\sum_{n\ge1}r_n\equiv F. \tag{27}
\]

The logarithmic derivative of \(\sinh y=y\prod_n(1+y^2/\pi^2n^2)\), multiplied by \(y\), gives \(F=y\coth y-1\). From (25), \(y\,dr_n/dy=2r_n-2r_n^2\). Summing this relation gives

\[
4\sum_{n\ge1}r_n^2=2F-y\frac{dF}{dy}=y\coth y+\frac{y^2}{\sinh^2y}-2. \tag{28}
\]

Equation (17) now gives \(C/k_B=1+4\sum r_n^2-F=y^2/\sinh^2y\). This agrees with two derivatives of \(\ln Z=-\ln(2\sinh y)\). The variance alone is

\[
\beta^2\mathrm{Var}(\varepsilon)=\frac{C}{k_B}+y\coth y-\frac32. \tag{29}
\]

At high temperature \(y\coth y\to1\), and the variance is too small by \(\tfrac12\), as in (2). At low temperature the error grows as \(y-\tfrac32\), although \(C\) vanishes: by (25), \(r_n>\tfrac12\) for the roughly \(y/\pi\) values \(n<y/\pi\), each with two amplitudes \(a_n,b_n\), and their fluctuations enter the variance through (27). Since \(y\coth y\) increases monotonically, there is one crossing, at \(y=1.288\), or \(k_BT=0.388\,\omega\). There both quantities equal \(0.591\). At \(y=5\) the heat capacity is \(0.0045\,k_B\), while the variance gives \(3.505\).

## An anharmonic oscillator by Monte Carlo

Take a model with \(m=2000\,m_e\) and

\[
V=\tfrac12kx^2+gx^4,\qquad k=0.05\,E_h/a_0^2,\quad g=0.05\,E_h/a_0^4. \tag{30}
\]

The harmonic frequency is \(0.005\,E_h\), and the first excitation energy is \(0.00605\,E_h\). For \(P=64\), 300,000 independent paths per temperature are drawn from the Gaussian distribution of the harmonic ring and weighted by \(\exp[-(\beta/P)\sum_kgx_k^4]\). All averages use these weights.

At \(\beta=1000\,E_h^{-1}\), or \(T=315.8\) K, the terms of (17) are

\[
\frac{C_P}{k_B}=0.5000+1.8747-1.5402-0.7395=0.0950, \tag{31}
\]

with a statistical error of \(0.0044\). Differentiating \(\ln Z_P\), computed separately from a transfer matrix, gives \(0.0935\). The variance alone would give \(1.87\), and leaving out the Hessian term would give \(0.83\). The energy levels of the Hamiltonian give the \(P\to\infty\) value \(0.0862\,k_B=0.717\) J/(mol K).

The three temperatures compare as follows, in units of \(k_B\):

| \(\beta\) (\(E_h^{-1}\)) | variance alone | estimator (17) | \(C_{64}\) from \(\ln Z_P\) | \(C\) from levels |
|---|---|---|---|---|
| 200 | 0.420 | 0.7715 ± 0.0015 | 0.7728 | 0.7727 |
| 1000 | 1.875 | 0.095 ± 0.004 | 0.0935 | 0.0862 |
| 2000 | 5.285 | 0.060 ± 0.013 | 0.0577 | 0.0008 |

The variance is too small at the highest temperature and too large at the other two, the same pattern as in (29).

In the last row the estimator agrees with the heat capacity of the 64-bead ring, but that ring is a poor approximation to the physical heat capacity. The symmetric factorization used for (4) has an inverse obtained by \(\tau\to-\tau\), so its logarithm is odd in \(\tau\), and its effective Hamiltonian is \(H+\tau^2W\) to leading order. When only the ground state matters, with \(w=\langle0|W|0\rangle\),

\[
\ln Z_P\simeq-\beta E_0-\frac{w\beta^3}{P^2},\qquad
\Delta E=\frac{3w\beta^2}{P^2},\qquad
\frac{\Delta C}{k_B}=-\frac{6w\beta^3}{P^2}=-2\beta\,\Delta E. \tag{32}
\]

At \(\beta=2000\,E_h^{-1}\) the energies are \(0.002781\,E_h\) for the ring and \(0.002796\,E_h\) from the levels, and the unrounded difference is \(\Delta E=-1.44\times10^{-5}\,E_h\). Equation (32) predicts \(\Delta C\approx0.057\,k_B\), in agreement with the table. An energy error of about half a percent thus swamps a nearly vanishing heat capacity. At \(\beta=1000\,E_h^{-1}\), doubling \(P\) from 64 to 128 reduces the bias by a factor of \(3.98\), consistent with \(P^{-2}\).

On the same paths, the thermodynamic form (20) has statistical errors of \(0.072\), \(0.062\) and \(0.087\,k_B\) in order of increasing \(\beta\). Those of (17) are smaller by a factor of several tens at the highest temperature, of 10 to 20 at the middle one, and of about 6 or 7 at the lowest. All these errors are estimated from 30 batches and are themselves uncertain by more than ten percent, so the factors are rough. At fixed \(P=64\) the advantage shrinks on cooling: the error of (20) changes little, while that of (17) grows together with its variance term, which rises from \(0.42\) to \(5.3\). Cooling also calls for more beads, however, and the variance (21) grows with \(P\). At \(\beta=2000\,E_h^{-1}\) the error of (20) grows roughly in proportion to \(P\) while that of (17) hardly changes, so the factor is about 14 for \(P=128\) and about 30 for \(P=256\).

The numerical check also integrates over all bead coordinates for small rings, which tests (17), (21) and (22) without sampling noise. For the quartic model with \(P=3\) and \(\beta=1000\,E_h^{-1}\), (17) and the derivative of \(\ln Z_P\) both give \(1.057563\). This is far from the physical \(0.0862\), because three beads are too few, but the identity holds at that \(P\). A case with two coupled coordinates and unequal masses, where off-diagonal Hessian elements enter, agrees equally well.

## Values computed for the example and the checks

```
Quadrature, quartic: P=3, d=1, beta=1000 /Eh
  C/kB: estimator 1.0575630, from ln Z 1.0575630
  C/kB: variance alone 1.74371, no Hessian 1.41217
Quadrature, coupled: P=2, d=2, beta=1000 /Eh
  C/kB: estimator 2.2799982, from ln Z 2.2799982
  C/kB: variance alone 2.66516, no Hessian 2.67285
Harmonic oscillator, P to infinity, y=beta*omega/2:
  y=0.05000: C/kB=0.999167, variance alone=0.500000
  y=1.00000: C/kB=0.724062, variance alone=0.537097
  y=1.28784: C/kB=0.591470, variance alone=0.591470
  y=2.50000: C/kB=0.170742, variance alone=1.204660
  y=5.00000: C/kB=0.004540, variance alone=3.504994
Model: m=2000 me, k=0.05 Eh/a0^2, g=0.05 Eh/a0^4
  omega=0.00500 Eh, first gap=0.006052 Eh
Monte Carlo: P=64, paths=300000 per beta
beta=200 /Eh, T=1578.9 K, sample fraction=0.915
  E/Eh: MC 0.005133 +- 0.000005, ln Z 0.005131, levels 0.005131
  variance alone=0.4203 +- 0.0016 (kB)
  gradient term=0.1087, Hessian term=0.0401 (kB)
  C without Hessian=0.8117 kB
  C full=0.7715 +- 0.0015 kB
  C from ln Z_P=0.77278, from levels=0.77273 kB
  C from levels=6.4248 J/(mol K)
  thermodynamic: variance=31.499, C=0.656 +- 0.072 kB
beta=1000 /Eh, T=315.8 K, sample fraction=0.921
  E/Eh: MC 0.002808 +- 0.000002, ln Z 0.002806, levels 0.002810
  variance alone=1.8747 +- 0.0051 (kB)
  gradient term=1.5402, Hessian term=0.7395 (kB)
  C without Hessian=0.8345 kB
  C full=0.0950 +- 0.0044 kB
  C from ln Z_P=0.09349, from levels=0.08621 kB
  C from levels=0.7168 J/(mol K)
  thermodynamic: variance=29.088, C=0.139 +- 0.062 kB
beta=2000 /Eh, T=157.9 K, sample fraction=0.853
  E/Eh: MC 0.002780 +- 0.000002, ln Z 0.002781, levels 0.002796
  variance alone=5.2847 +- 0.0150 (kB)
  gradient term=3.7838, Hessian term=1.9413 (kB)
  C without Hessian=2.0010 kB
  C full=0.0597 +- 0.0131 kB
  C from ln Z_P=0.05769, from levels=0.00081 kB
  C from levels=0.0067 J/(mol K)
  thermodynamic: variance=25.879, C=-0.070 +- 0.087 kB
beta=1000 /Eh, P=32: C_P-C=0.028637 kB
beta=1000 /Eh, P=64: C_P-C=0.007276 kB
beta=1000 /Eh, P=128: C_P-C=0.001826 kB
Bias ratio P=64 to P=128: 3.984
```
